# Gas residence time in a pumped reactor fed in sccm

**Question**

I am stuck on an exercise about a plasma reactor. The chamber has a volume of 30 litre, the pressure is held at 10 mTorr, and the gas feed is 100 sccm. I am asked to show that the residence time is near 0.24 s if the gas is at the standard temperature.

I took the residence time to be volume divided by flow. Since 100 sccm is 100 cm³ per minute, or 0.1 litre per minute, I get

\[
\frac{30\ \text{litre}}{0.1\ \text{litre/min}} = 300\ \text{min} = 18000\ \text{s}.
\]

That is wrong by a huge factor, and the pressure never entered. Where does it come in? And why does the exercise mention the temperature? I would also like to know what this time means for a single molecule, since surely some molecules leave early and others late.

**Answer**

Volume divided by flow is a sound idea, but both must refer to gas in the same state. Your 30 litre are filled with gas at 10 mTorr, while your 0.1 litre per minute is a volume of gas at atmospheric pressure. The safe way is to count molecules, because their number does not change when the gas expands.

**What an sccm counts**

The letters stand for standard cubic centimetre per minute. One sccm is the flow of molecules that would fill 1 cm³ each minute if the gas were at a standard pressure \(p_0\) and a standard temperature \(T_0\). I take \(p_0 = 760\) Torr (1 atm) and \(T_0 = 273.15\) K. The unit therefore specifies a number of molecules per time, whatever the pressure in your chamber.

Let \(\Phi\) be the feed written as a standard volume per time. An ideal gas at \(p_0\) and \(T_0\) has \(p_0/(k_BT_0)\) molecules per volume, where \(k_B\) is the Boltzmann constant. The number of molecules fed per second is thus

\[
F = \frac{p_0\Phi}{k_BT_0}. \tag{1}
\]

The chamber has volume \(V\), pressure \(p\) and gas temperature \(T\), for now all uniform. The ideal gas law gives the number of molecules it holds:

\[
N = \frac{pV}{k_BT}. \tag{2}
\]

**Why the mean residence time is N/F**

It is tempting to write \(\tau = N/F\) at once, but your last question deserves a derivation. Assume that the flow has been steady for a long time, that molecules leave only through the pump and do not come back, and that no reaction changes their number.

Let \(G(a)\) be the fraction of entering molecules that are still in the chamber a time \(a\) after entering. It starts at \(G(0)=1\) and falls to zero. Now sort the molecules present at this moment by age. Between \(a\) and \(a+da\) ago, \(F\,da\) molecules entered, and \(F\,G(a)\,da\) of them are still here. Adding all ages gives the whole stock:

\[
N = F\int_0^\infty G(a)\,da. \tag{3}
\]

The integral is the mean residence time. To see this, note that the fraction of molecules leaving at an age between \(a\) and \(a+da\) is the drop of \(G\) in that interval, \(-G'(a)\,da\). The mean age at departure is therefore

\[
\tau = \int_0^\infty a\,[-G'(a)]\,da
= \bigl[-a\,G(a)\bigr]_0^\infty + \int_0^\infty G(a)\,da .
\]

The boundary term vanishes at \(a=0\) because of the factor \(a\). It also vanishes at large \(a\) if the mean is finite: \(a\,G(a)\) is \(a\) times the fraction that leaves later than \(a\), which cannot exceed the contribution of those late molecules to the mean, and that contribution tends to zero. What remains is the integral in (3), so

\[
\tau = \frac{N}{F}. \tag{4}
\]

Nothing was assumed about how the gas moves inside the chamber. It may be stirred thoroughly or drift from inlet to outlet; for a given stock and feed the mean is the same.

**The formula and the number**

Insert (1) and (2) into (4):

\[
\tau = \frac{pV}{k_BT}\cdot\frac{k_BT_0}{p_0\Phi}
= \frac{pV}{p_0\Phi}\,\frac{T_0}{T}. \tag{5}
\]

The Boltzmann constant cancels, and so does the nature of the gas. If the gas in the chamber is at the standard temperature, \(T=T_0\), the last factor is 1. That is why the exercise mentions the temperature.

Torr, litre and second are convenient here. The numerator is

\[
pV = 0.0100\ \text{Torr}\times 30\ \text{litre} = 0.300\ \text{Torr litre}.
\]

For the denominator, 100 cm³ is 0.100 litre and a minute is 60 s:

\[
p_0\Phi = 760\ \text{Torr}\times\frac{0.100\ \text{litre}}{60\ \text{s}} = 1.267\ \text{Torr litre/s}.
\]

The quotient is

\[
\tau = \frac{0.300\ \text{Torr litre}}{1.267\ \text{Torr litre/s}} = 0.237\ \text{s},
\]

or 237 ms, which is the value near 0.24 s that you were asked to show.

You can also repair your own calculation. Gas that enters as 0.1 litre at 760 Torr expands, at equal temperature, by the factor \(p_0/p = 760/0.0100 = 76000\). The volume flow inside the chamber is larger than yours by this factor, and the time is shorter by the same factor: \(18000\ \text{s}/76000 = 0.237\ \text{s}\).

The molecule numbers tell the same story. The chamber holds \(1.06\times10^{19}\) molecules, and \(4.48\times10^{19}\) are fed each second. The feed thus supplies the content of the chamber about 4.2 times per second.

**What the pump has to do**

Let the pump remove a volume \(S\) of chamber gas per second, measured at the pressure and temperature of the chamber. This is the effective pumping speed at the chamber outlet, including the effect of valves and tubes. The density is \(N/V\), so the pump removes \(SN/V\) molecules per second, and

\[
\frac{dN}{dt} = F - \frac{S}{V}N. \tag{6}
\]

In the steady state the left side is zero, hence \(N/F = V/S\), and by (4)

\[
\tau = \frac{V}{S}. \tag{7}
\]

This is your "volume divided by flow", now with the volume flow of the gas as it is in the chamber. The speed needed here is

\[
S = \frac{V}{\tau} = \frac{30\ \text{litre}}{0.2368\ \text{s}} = 127\ \text{litre/s}.
\]

As a test, equation (6) was integrated numerically from an empty chamber with this pumping speed. The pressure settled at 10 mTorr, and the mean stay of a tagged group of molecules agreed with (5), both within one part in a million. The same agreement in the mean stay was found for three other combinations of volume, speed, flow and temperature.

Equation (7) also shows what happens when you turn up the flow. There are two cases, both at constant gas temperature:

- If the pumping speed stays fixed, \(\tau=V/S\) does not change. The pressure rises in proportion to the flow, so that \(p/\Phi\) in (5) stays constant.
- If a throttle valve holds the pressure fixed, it must open as the flow rises. Then \(\tau\) is proportional to \(1/\Phi\), and doubling the flow halves the residence time.

So "more flow means a shorter residence time" is true at fixed pressure, but not at fixed pumping speed. A fixed valve setting does not guarantee a fixed \(S\): near 10 mTorr the conductance of a pump line grows with pressure, and the speed of the pump itself may depend on pressure.

**Early and late molecules**

The mean does not tell you how the individual times are spread. For that you need to know how the gas mixes. Suppose that it mixes much faster than it is pumped out. A rough guide is the diffusion time \(L^2/D\) across the chamber. For argon at 10 mTorr a hard-sphere estimate gives \(D\approx1\ \text{m}^2/\text{s}\), so \(L\approx0.3\) m gives about 0.09 s, shorter than \(\tau\); a heavy gas in a long chamber mixes less well. Then every molecule, old or new, has the same chance \(S/V = 1/\tau\) per unit time of being removed, so

\[
\frac{dG}{da} = -\frac{G}{\tau},\qquad G(0)=1
\quad\Longrightarrow\quad G(a) = e^{-a/\tau}. \tag{8}
\]

After one residence time, \(e^{-1}=0.368\) of the molecules are still inside. The value 0.237 s is therefore not a moment at which the chamber has been emptied of its old gas: more than a third of it is still there.

The same time governs how the pressure responds. With \(S/V=1/\tau\), equation (6) reads \(dN/dt = -(N-F\tau)/\tau\). The difference \(N-F\tau\) thus decays exponentially, and if the chamber is empty at \(t=0\),

\[
N(t) = F\tau\left(1-e^{-t/\tau}\right). \tag{9}
\]

After one \(\tau\) the pressure has reached \(1-0.368 = 0.632\) of its final value.

To see what poor mixing does, divide the chamber into a row of ten equal cells. Gas enters the first and leaves from the last, and each cell is well mixed in itself. If there is no flow backwards, each cell holds \(N/10\) molecules and passes on \(F\) per second, so the mean stay in one cell is \(\tau/10\). Ten cells give \(\tau\) again, as (4) requires.

The fraction of newly entered molecules left after \(\tau\) is different, however. A molecule moves on at the constant rate \(10/\tau\), so the number of moves it would make in a time \(\tau\) follows a Poisson distribution with mean 10. It is still inside if it has made fewer than ten moves:

\[
G(\tau) = e^{-10}\sum_{n=0}^{9}\frac{10^n}{n!} = 0.458. \tag{10}
\]

The numerical solution for the row of cells gives the same 0.458. With an exchange flow between neighbouring cells of three times the feed, the fraction is 0.383. With 3000 times the feed it is 0.368, the well-mixed value. In all three cases the mean stay was tested and agrees with \(\tau\) from (5) within one part in ten thousand. Mixing changes the spread of the times and leaves their mean alone. These fractions refer to molecules that entered together at the first cell. The share of the old gas, present anywhere in the chamber at the start, that is left after \(\tau\) is another quantity, \(F\int_0^\infty G(a+\tau)\,da/N = \frac1\tau\int_\tau^\infty G(a)\,da\). It is 0.368 for the well-mixed chamber but only 0.125 for the ten cells without exchange, which flush old gas faster.

**Why the spread matters for chemistry**

Suppose that a feed molecule A is converted in the plasma into one other molecule B, with a constant probability \(k_r\) per unit time everywhere in the chamber. The total number of molecules is then unchanged. In a well-mixed chamber the number \(N_A\) of unconverted molecules obeys, in the steady state,

\[
0 = F - \frac{N_A}{\tau} - k_rN_A
\quad\Longrightarrow\quad
N_A = \frac{F\tau}{1+k_r\tau}.
\]

The pump removes \(N_A/\tau\) of them per second. Divided by the feed \(F\), this gives the fraction that leaves unconverted:

\[
f_{\text{mixed}} = \frac{1}{1+k_r\tau}. \tag{11}
\]

If instead every molecule stayed for the same time \(\tau\), as in a flow without any mixing along its path, the fraction would be

\[
f_{\text{plug}} = e^{-k_r\tau}. \tag{12}
\]

For \(k_r\tau\ll1\) both are close to \(1-k_r\tau\), and the mean residence time is all you need. For \(k_r\tau=1\), which here means \(k_r = 1/(0.2368\ \text{s}) = 4.2\ \text{s}^{-1}\), the well-mixed chamber lets half of the molecules escape unconverted, while the unmixed flow lets 0.368 escape. The well-mixed chamber does worse because some molecules leave long before \(\tau\), and the extra time of the late ones does not make up for it.

The residence time is thus the clock against which reactions in the gas are measured. A reaction with \(k_r\) well below \(4\ \text{s}^{-1}\) hardly touches the feed before it is pumped away; one with \(k_r\) well above that value converts most of it in both flow patterns above, though not if much of the feed takes a short cut from inlet to pump and leaves long before \(\tau\).

**When the gas is not at the standard temperature**

A plasma usually heats the gas. At fixed pressure and feed, equation (5) says that \(\tau\) falls as \(1/T\). Hotter gas at the same pressure is thinner, so the chamber holds fewer molecules while the same number arrives each second. For gas at 300 K,

\[
\tau = 0.2368\ \text{s}\times\frac{273.15}{300} = 0.216\ \text{s},
\]

and at 600 K it is 0.108 s. Even gas at an ordinary room temperature gives a value that rounds to 0.22 s instead of 0.24 s, so the temperature in the exercise is a real condition.

By (7), holding the pressure fixed requires \(S\) to grow in proportion to \(T\). If \(S\) stayed the same instead, \(\tau=V/S\) would not change and the pressure would rise in proportion to \(T\). Remember that \(S\) is measured at the chamber temperature. It therefore changes with \(T\) even if the hardware is left alone. If the gas cools to a fixed temperature before it reaches the pump and the line does not limit the flow, \(S\) grows in proportion to \(T\) by itself and the pressure stays put; for a small orifice in molecular flow, \(S\) and the pressure both grow as \(\sqrt T\).

If the temperature varies from place to place while the pressure is uniform, equation (2) must be replaced by an integral over the chamber:

\[
N = \int\frac{p}{k_BT(\mathbf r)}\,d^3r = \frac{pV}{k_B}\left\langle\frac1T\right\rangle,
\]

where the brackets denote the average over the volume. Equation (4) still holds, so you replace \(1/T\) in (5) by \(\langle 1/T\rangle\). Cold regions count more than hot ones because they hold more molecules per volume.

**When reactions change the number of particles**

The derivation assumed that as many particles leave as enter. In a plasma this can fail. A molecule A₂ may split into two atoms, which raises the number of particles, or material may stick to the walls, which lowers it.

Let \(r\) be the number of particles that leave through the pump for each molecule fed. Assume a well-mixed chamber and the same pumping speed for all species. In the steady state the pump removes \(SN/V = rF\) particles per second, so

\[
\frac{V}{S} = \frac{N}{rF} = \frac{1}{r}\,\frac{pV}{p_0\Phi}\,\frac{T_0}{T}. \tag{13}
\]

This is the mean time a particle would stay if pumping were its only way out. If every A₂ leaves as two atoms, then \(r=2\), and at fixed pressure and temperature this time is half the value from (5). The reason is plain: twice as many particles must be pumped away to hold the same pressure. If part of the feed is deposited on the walls and nothing else changes the particle number, \(r<1\) and the pump-out time is longer than (5) says. The mean stay in the gas, counting loss to the wall as an exit, is then still \(N/F\), the value from (5), since every particle in the stock came from the feed.

So, read as the pump-out time \(V/S\), the 0.237 s belongs to gas at 273.15 K whose particle number is not changed appreciably by reactions. Switching the plasma off is not enough: if the gas is then at 300 K, the time is 0.216 s, as found above.

**How many digits to keep**

Taking the logarithm of (5) and varying each quantity a little gives, to first order,

\[
\frac{\delta\tau}{\tau} = \frac{\delta p}{p}+\frac{\delta V}{V}-\frac{\delta\Phi}{\Phi}-\frac{\delta T}{T}. \tag{14}
\]

An error of one percent in any of the four shifts \(\tau\) by one percent. The flow standard matters at this level or more. If your flow controller is calibrated for a standard pressure of 1 bar instead of 1 atm, \(p_0\) is slightly smaller, each sccm carries slightly fewer molecules, and \(\tau\) becomes 0.240 s. If its standard temperature differs from 273.15 K, put that temperature in place of \(T_0\) in (5); a standard of 293.15 K gives 0.254 s for gas at 273.15 K, seven percent more. With the data of your exercise, "0.24 s" is the right way to state the answer, and it holds for either standard pressure. The values used here are listed in the numerical output below.

## Computed results

```
reactor pressure                    10.0 mTorr
reactor volume                      30.0 litre
feed                                100.0 sccm
standard temperature T0             273.15 K
standard pressure p0                760.00 Torr
p V                                 0.3000 Torr litre
p0 Phi                              1.2667 Torr litre/s
molecules in reactor at T0          1.0606e+19
molecules fed per second            4.4780e+19 1/s
residence time at T0, formula       0.2368 s
residence time at T0, formula       236.8 ms
residence time at T0, washout       0.2368 s
required pump speed at T0           126.7 litre/s
pressure reached with that pump     10.0000 mTorr
residence time at 300 K             0.2156 s
residence time at 600 K             0.1078 s
residence time at T0, 1 bar standard 0.2400 s
exp(-1)                             0.3679
row of 10 cells: back-mixing/feed, mean stay, fraction left after tau
      0.0   0.2368 s   0.4579
      3.0   0.2368 s   0.3831
   3000.0   0.2368 s   0.3679
largest relative error, 3 reactors  1.8e-14
```
